# Population-Control Bias from Trial-Energy Feedback in Diffusion Monte Carlo, part 1

(Sections cited here and not found follow in the second part.)

## First half: where the bias comes from

**Q.** In diffusion Monte Carlo the trial energy $E_T$ multiplies the weight of every walker by the same factor. A common factor cancels from an average. How can adjusting $E_T$ bias the energy?

**A.** The factor cancels inside one population at one instant. The reported energy is also averaged over time, and there the factor differs from one instant to the next. If its fluctuations are correlated with those of the energy, it no longer cancels. To see this we need the equation that the walkers are meant to solve.

I use atomic units, with energies in hartree and $\hbar=1$, and continuous imaginary time, so there is no time-step error. The configurations $x$ form a finite connected set. The Hamiltonian $H$ is real and symmetric with off-diagonal elements $H_{xy}\le 0$. Its ground state $\Phi_0$, of energy $E_0$, can then be chosen positive everywhere. The guiding function $\Psi_T$ is positive too. For constant $E_T$, imaginary-time evolution is

$$\frac{\partial\Phi(y)}{\partial t}=-\sum_x H_{yx}\Phi(x)+E_T\Phi(y).$$

Multiply by $\Psi_T(y)$ and put $f=\Psi_T\Phi$:

$$\frac{\partial f(y)}{\partial t}=-\sum_x \Psi_T(y)H_{yx}\frac{f(x)}{\Psi_T(x)}+E_Tf(y).$$

The terms with $x\ne y$ describe hops from $x$ to $y$ at the non-negative rate

$$k(x\to y)=-H_{xy}\frac{\Psi_T(y)}{\Psi_T(x)}.$$

The diagonal term is $-H_{yy}f(y)$. The local energy is

$$E_L(y)=\frac{(H\Psi_T)(y)}{\Psi_T(y)}=H_{yy}-\sum_{z\ne y}k(y\to z),$$

so $-H_{yy}=-E_L(y)-\sum_{z\neq y}k(y\to z)$, and therefore

$$\frac{\partial f(y)}{\partial t}=\sum_{x\ne y}\big[k(x\to y)f(x)-k(y\to x)f(y)\big]-[E_L(y)-E_T]f(y).$$

The bracket conserves walkers. The last term is branching.

**Q.** And why should the average of $E_L$ be the ground-state energy, when $f$ is not $\Phi_0^2$?

**A.** At long times $f\propto\Psi_T\Phi_0$, the mixed distribution. Since $H$ is symmetric,

$$\frac{\sum_x\Psi_T\Phi_0E_L}{\sum_x\Psi_T\Phi_0}=\frac{\sum_x\Phi_0\,(H\Psi_T)}{\sum_x\Phi_0\Psi_T}=\frac{\sum_x(H\Phi_0)\,\Psi_T}{\sum_x\Phi_0\Psi_T}=E_0 .$$

This holds for the solution $f$ of the equation. A controlled population of finite size need not reproduce that solution on average.

**Q.** Then specify the control. "Population control" can mean many things.

**A.** I take $N_w$ walkers, a number that never changes, which share a total weight $W$ equally. Let $E_i=E_L(x_i)$, and let a bar denote the population average,

$$\bar g=\frac1{N_w}\sum_{i=1}^{N_w}g(x_i),\qquad \bar E=\frac1{N_w}\sum_iE_i .$$

Between hops the population is reconfigured. A walker with $E_i>\bar E$ is deleted at the rate $E_i-\bar E$. It is replaced by a copy of a walker $j$ with $E_j<\bar E$, chosen with probability $(\bar E-E_j)_+/D$. Here $(a)_+$ means $a$ if $a>0$ and zero otherwise, and

$$D=\sum_j(\bar E-E_j)_+=\sum_i(E_i-\bar E)_+ .$$

The two sums are equal because $\sum_i(E_i-\bar E)=0$. If $D=0$, all local energies agree and nothing is replaced. The weight follows

$$\frac{d\ln W}{dt}=E_T-\bar E .$$

**Q.** You delete and copy relative to $\bar E$, while the equation branches relative to $E_T$. Are you solving the right equation?

**A.** Compute the mean rate of change of $\bar g$ due to replacements. Each replacement changes it by $[g(x_j)-g(x_i)]/N_w$, so the rate is

$$\sum_{i,j}(E_i-\bar E)_+\frac{(\bar E-E_j)_+}{D}\,\frac{g(x_j)-g(x_i)}{N_w}.$$

In the term with $g(x_j)$ the sum over $i$ gives $D$. In the term with $g(x_i)$ the sum over $j$ gives $D$. What remains is

$$\frac1{N_w}\Big[\sum_j(\bar E-E_j)_+g(x_j)-\sum_i(E_i-\bar E)_+g(x_i)\Big]=-\frac1{N_w}\sum_i(E_i-\bar E)g(x_i),$$

because $(a)_+-(-a)_+=a$. Hops add $\overline{Kg}$, where $(Kg)(x)=\sum_{y\ne x}k(x\to y)[g(y)-g(x)]$. Let $G$ be the generator of the population process: $GF$ is the mean rate of change of a population function $F$. Then

$$G\bar g=\overline{Kg}-\overline{E_Lg}+\bar E\,\bar g. \tag{1}$$

Now restore the weight. Angle brackets are averages over histories:

$$\frac{d}{dt}\langle W\bar g\rangle=\big\langle W\big[(E_T-\bar E)\bar g+G\bar g\big]\big\rangle=\big\langle W\big[\overline{Kg}-\overline{E_Lg}+E_T\,\bar g\big]\big\rangle .$$

The two terms in $\bar E\bar g$ cancel. With constant $E_T$ this is the equation for $f$, summed against $g$, for every $N_w$. If $E_T$ depends on the past of the population, however, $\langle WE_T\bar g\rangle$ does not factor into $E_T$ times $\langle W\bar g\rangle$. That is the point at which your common factor fails to cancel.

**Q.** So fix $E_T$ and avoid the trouble.

**A.** Then $\ln W$ has no restoring force. It accumulates the fluctuations of $\bar E$, and a few stretches of the run come to dominate the weighted average. Feedback prevents this. Its extreme form sets $E_T(t)=\bar E(t)$, so that $W$ is constant and the reported energy is the plain stationary average $\langle\bar E\rangle$. I treat that case first, since the size of the effect is clearest there.

**Q.** With $W$ constant, what is left to compare with $E_0$? You seem to have thrown the information away.

**A.** It is still in the history of $\bar E$. Define $\varphi=\Phi_0/\Psi_T$, which is positive. From the definitions of $K$ and $E_L$,

$$(K\varphi)(x)-E_L(x)\varphi(x)=\sum_{y\ne x}k(x\to y)\varphi(y)-\Big[\sum_{y\ne x}k(x\to y)+E_L(x)\Big]\varphi(x).$$

The first sum equals $-\sum_{y\ne x}H_{xy}\Phi_0(y)/\Psi_T(x)$. The square bracket equals $H_{xx}$. Together they give

$$K\varphi-E_L\varphi=-\frac{(H\Phi_0)}{\Psi_T}=-E_0\varphi .$$

Insert $g=\varphi$ in (1) and subtract $\bar E\bar\varphi$:

$$(G-\bar E)\,\bar\varphi=\overline{K\varphi-E_L\varphi}=-E_0\,\bar\varphi. \tag{2}$$

This is an identity for every $N_w$. Next consider $Z(T)=\big\langle e^{-\int_0^T\bar E\,dt}\,\bar\varphi(T)\big\rangle$. Its derivative has one part from the exponential and one from the motion of the population:

$$\frac{dZ}{dT}=\big\langle e^{-\int_0^T\bar E\,dt}\,(G-\bar E)\bar\varphi\big\rangle=-E_0Z .$$

Hence $Z(T)=Z(0)e^{-E_0T}$. Because $\bar\varphi$ lies between the smallest and the largest value of $\varphi$, both positive, replacing $\bar\varphi(T)$ by 1 changes $Z$ by a factor that stays bounded as $T$ grows. Therefore

$$E_0=-\lim_{T\to\infty}\frac1T\ln\Big\langle e^{-\int_0^T\bar E\,dt}\Big\rangle. \tag{3}$$

The true energy is an exponential average over histories. Strong feedback reports the ordinary average instead.

**Q.** Which of the two is larger?

**A.** The exponential is convex, so Jensen's inequality gives $\langle e^{-X}\rangle\ge e^{-\langle X\rangle}$. Take $X=\int_0^T\bar E\,dt$ in the stationary state, where $\langle X\rangle=T\langle\bar E\rangle$. Taking the logarithm, dividing by $T$ and using (3),

$$-E_0\ge-\langle\bar E\rangle,\qquad\text{that is}\qquad \langle\bar E\rangle\ge E_0 .$$

For strong feedback the bias is never downward, whatever $N_w$ is.

The limit $N_w=1$ is a useful check. A single walker has no partner to be exchanged with, so it only hops. Since $\Psi_T^2(x)k(x\to y)=-\Psi_T(x)H_{xy}\Psi_T(y)$ is symmetric in $x$ and $y$, detailed balance holds with $\Psi_T^2$. The average of $E_L$ is then the variational energy of $\Psi_T$. Strong feedback with one walker turns diffusion Monte Carlo into variational Monte Carlo.

**Q.** Jensen gives a sign but no mechanism. What do the walkers do wrong?

**A.** Use $(K-E_L)\varphi=-E_0\varphi$ in (1) to write $G\bar\varphi=(\bar E-E_0)\bar\varphi$. In a stationary state the mean rate of change of $\bar\varphi$ is zero, so $\langle(\bar E-E_0)\bar\varphi\rangle=0$. Splitting the average of the product into a covariance and a product of averages,

$$\langle\bar E\rangle-E_0=-\frac{\mathrm{Cov}(\bar E,\bar\varphi)}{\langle\bar\varphi\rangle}.$$

The function $\varphi(x)$ measures the weight that a walker now at $x$ will eventually contribute. The left side is non-negative, so populations of low energy tend to be those with the larger future weight. The uncontrolled process would let their weight grow. Normalization cancels that growth and so under-represents them.

**Q.** Now the size. Where does $1/N_w$ enter?

**A.** Expand the logarithm in (3) in cumulants of $X$:

$$\ln\langle e^{-X}\rangle=-c_1+\tfrac12c_2-\tfrac16c_3+\dots$$

The first cumulant is $c_1=T\langle\bar E\rangle$. The second is the variance of $X$. With the stationary autocovariance

$$C(s)=\mathrm{Cov}[\bar E(t-s),\bar E(t)],$$

and counting the two time orders together,

$$c_2=\int_0^T\!\!\int_0^TC(|t-t'|)\,dt\,dt'=2\int_0^T(T-s)C(s)\,ds\;\to\;2T\int_0^\infty C(s)\,ds .$$

The last form is the leading behaviour when $T$ is much longer than the memory of $\bar E$. Divide by $T$ and use (3):

$$\langle\bar E\rangle-E_0=\int_0^\infty C(s)\,ds+O(N_w^{-2}). \tag{4}$$

The integral is non-negative, since $c_2$ is a variance. It is of order $1/N_w$ because $\bar E$ is an average over $N_w$ walkers.

**Q.** The walkers are not independent, since some are copies of others. Why is the remainder of order $N_w^{-2}$?

**A.** Describe the population by the fractions of walkers on each configuration. One event changes a fraction by $1/N_w$, and the total event rate is proportional to $N_w$. The noise variance per unit time is thus $N_w\times N_w^{-2}=N_w^{-1}$, and the deviation $\xi$ from the typical composition has a variance of order $1/N_w$.

If the restoring drift were linear and the noise Gaussian with constant strength, the third cumulant would vanish. Three departures produce it:

- A drift quadratic in $\xi$ contributes in proportion to the square of the variance, $N_w^{-2}$.
- A noise strength that depends on $\xi$ contributes $N_w^{-1}$ times a variance, again $N_w^{-2}$.
- The third moment of the jumps contributes $N_w\times N_w^{-3}=N_w^{-2}$.

This is a scaling argument. It assumes a fixed configuration space, rates that are smooth near the typical composition, and a relaxation rate that stays finite as $N_w$ grows. The numerical check tests it on the two-site model of the second half: when $N_w$ doubles from 200 to 400, the difference between the exact bias and the integral in (4) falls by a factor 3.99, close to the 4 expected.

**Q.** You promised a variance and a correlation time, and you have given me an integral.

**A.** They are two names for its parts. Define

$$\sigma_p^2=N_w\,C(0),\qquad t_c=\frac1{C(0)}\int_0^\infty C(s)\,ds .$$

Then the strong-feedback bias is, to leading order,

$$\langle\bar E\rangle-E_0=\frac{\sigma_p^2\,t_c}{N_w}. \tag{5}$$

With $\hbar=1$, an energy squared times a time is an energy, as it should be. Note that $\sigma_p^2$ is $N_w$ times the variance of the population average. I have not claimed that it equals the variance of $E_L$ for one walker. If $\Psi_T$ is the exact ground state, $E_L$ is constant, $\sigma_p^2=0$ and the bias vanishes for any population.

## Second half: finite feedback, a solvable model, and remedies

**Q.** Before we go on, which symbols and results are we carrying over?

**A.** There are $N_w$ walkers with total weight $W$, and $\bar E$ is their average local energy. The weight obeys $d\ln W/dt=E_T-\bar E$. The stationary autocovariance of $\bar E$ is $C(s)$, with $\sigma_p^2=N_wC(0)$ and $t_c=\int_0^\infty C\,ds/C(0)$. The plain average satisfies $\langle\bar E\rangle-E_0=\int_0^\infty C\,ds=\sigma_p^2t_c/N_w$ up to terms of order $N_w^{-2}$. The function $e^{-\int\bar E\,dt}$, averaged over histories, varies at long times as $e^{-E_0T}$ for every $N_w$ (it grows when $E_0<0$). Hop rates are $k(x\to y)=-H_{xy}\Psi_T(y)/\Psi_T(x)$, and replacements delete walkers above $\bar E$ and copy walkers below it. Atomic units continue.

**Q.** In practice $E_T$ is steered gently and does not follow $\bar E$ at each instant. What happens then?

**A.** Let the feedback be

$$E_T=E_r-\kappa\ln\frac{W}{W_0},$$

with constants $E_r$ and $W_0$ and a strength $\kappa>0$, which is an inverse time. When the weight is too large, $E_T$ is lowered. In the present scheme the motion of the walkers does not involve $E_T$, so $C(s)$ does not depend on $\kappa$. What depends on $\kappa$ is the weight in the mixed energy

$$E_{\rm mix}=\frac{\langle W\bar E\rangle}{\langle W\rangle}.$$

Put $\delta\bar E=\bar E-\langle\bar E\rangle$, and let $\eta$ be the deviation of $\ln W$ from its mean. Subtracting the mean of the weight equation gives

$$\frac{d\eta}{dt}=-\kappa\eta-\delta\bar E,\qquad \eta(t)=-\int_0^\infty e^{-\kappa s}\,\delta\bar E(t-s)\,ds .$$

The constant part of $\ln W$ cancels from $E_{\rm mix}$, and so do $E_r$ and $W_0$. The ratio below is the derivative of $\ln\langle e^{\eta+h\,\delta\bar E}\rangle$ at $h=0$, so it is a series of joint cumulants of $\eta$ with $\delta\bar E$. Keeping the first term,

$$E_{\rm mix}=\langle\bar E\rangle+\frac{\langle e^{\eta}\,\delta\bar E\rangle}{\langle e^{\eta}\rangle}=\langle\bar E\rangle+\langle\eta\,\delta\bar E\rangle+O(N_w^{-2})$$

$$\phantom{E_{\rm mix}}=\langle\bar E\rangle-\int_0^\infty e^{-\kappa s}C(s)\,ds+O(N_w^{-2}).$$

The first neglected term is a third cumulant, which has the order found before. Insert the result for $\langle\bar E\rangle$:

$$E_{\rm mix}-E_0=\int_0^\infty\big(1-e^{-\kappa s}\big)C(s)\,ds. \tag{6}$$

This is the leading order in $1/N_w$ at fixed $\kappa$. The weight remembers the past for a time $1/\kappa$, and within that time it corrects the bias.

We now have the leading bias both for strong feedback and for feedback of finite strength $\kappa$, expressed through the autocovariance of $\bar E$. It remains to connect this result with the correlation between $E_T$ and the local energy, to test it on a solvable model, and to consider remedies.
